# The static Dyson equation and the freedom in the exchange–correlation kernel, part 3

Part (h): two electrons move on an open chain of $L=6$ sites with hopping $T_{i,i\pm1}=-t$, site potentials $u=(-0.5,\,0,\,0.5,\,0,\,-0.5,\,-1)\,t$, and repulsion $w_{ij}=U/\sqrt{1+(i-j)^2}$ with $U=2t$ in place of $v=1/|\mathbf r-\mathbf r'|$. Show that the assumptions of parts (a) and (b) hold (non-degenerate ground states, closed-shell for Kohn–Sham (KS); $\sum_i\delta u(\mathbf r_i)=c$ on all configurations with non-zero amplitude forces constant $\delta u$), construct the KS potential $v_s$, obtain the exchange–correlation kernel $f_{xc}$ without using (9), and examine (9) and (16). Part (i) uses Hartree atomic units.

Kernel products integrate (lattice: sum) over shared arguments. $\mathbb 1$ equals one everywhere; $P=1-|\mathbb 1\rangle\langle\mathbb 1|/L$. At fixed $N$, $\delta n=\chi\,\delta u=\chi_s\,\delta v_s$. $K=v+f_{xc}$; $\hat W$ is the repulsion operator, $\Phi_0$ the KS determinant. With $\rho_k=\langle0|\hat n|k\rangle$ and $\rho_{ia}=\varphi_i\varphi_a$,

$$\chi(\mathbf r,\mathbf r')=-2\sum_{k\neq0}\frac{\rho_k(\mathbf r)\rho_k(\mathbf r')}{E_k-E_0}\tag{2}$$

$$\chi_s(\mathbf r,\mathbf r')=-4\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\varepsilon_a-\varepsilon_i}\tag{3}$$

$$\chi\mathbb 1=0,\qquad\langle\mathbb 1|\chi=0,\qquad\chi_s\mathbb 1=0,\qquad\langle\mathbb 1|\chi_s=0\tag{4}$$

$$\delta v_{xc}=f_{xc}\,\delta n+\text{const}\quad\text{for all allowed zero-mean }\delta n\tag{7}$$

$F=E_0-\int u\,n$, $T_s$ is its non-interacting analogue, and $E_{xc}=F-T_s-E_H$. For $n=n_0+s_1\delta n_1+s_2\delta n_2$ (zero-mean directions),

$$\frac{\partial^2E_{xc}}{\partial s_2\,\partial s_1}=\langle\delta n_1|f_{xc}|\delta n_2\rangle\tag{8}$$

$$\chi=\chi_s+\chi_s\,(v+f_{xc})\,\chi\tag{9}$$

$$\chi=(1-\chi_sK)^{-1}\chi_s\tag{11}$$

For $K+D$ (small $D$: $\delta\chi=\chi\,\delta K\,\chi$),

$$\chi'=\chi+\chi D\chi'\tag{14}$$

Symmetric kernels are free up to (16), which preserves (17); (18), with $\int h=1$, is one representative:

$$f_{xc}(\mathbf r,\mathbf r')\;\longrightarrow\;f_{xc}(\mathbf r,\mathbf r')+g(\mathbf r)+g(\mathbf r')\tag{16}$$

$$\Delta f=f_{xc}(\mathbf r,\mathbf r')-f_{xc}(\mathbf r,\mathbf s')-f_{xc}(\mathbf s,\mathbf r')+f_{xc}(\mathbf s,\mathbf s')\tag{17}$$

$$f^{(h)}(\mathbf r,\mathbf r')=f_{xc}(\mathbf r,\mathbf r')-(f_{xc}h)(\mathbf r)-(f_{xc}h)(\mathbf r')+\langle h|f_{xc}|h\rangle\tag{18}$$

For one electron, $f_{xc}=-v+g(\mathbf r)+g(\mathbf r')$.

For $E'_{xc}=E_{xc}+(\mathcal N-N)G$, $\mathcal N=\int n$, $g=\delta G/\delta n$,

$$v'_{xc}(\mathbf r)=v_{xc}(\mathbf r)+G[n]+(\mathcal N-N)\,g(\mathbf r)\tag{19}$$

With occupation $2+\epsilon$ of the highest occupied orbital $\varphi_H$, $f^-=dn/d\epsilon$ and $\eta=d\varepsilon_H/d\epsilon$ at $\epsilon=0$; primes denote values after (16):

$$f^-=(1+\chi K)\,\varphi_H^2,\qquad\int f^-=1\tag{21}$$

$$\eta=\langle\varphi_H^2|K|f^-\rangle=\langle\varphi_H^2|K|\varphi_H^2\rangle+\langle K\varphi_H^2|\chi|K\varphi_H^2\rangle\tag{22}$$

$$f'=f^-+\chi g\tag{23}$$

$$\eta'=\eta+2\langle g|f^-\rangle+\langle g|\chi|g\rangle\tag{24}$$

**Solution.** Energies are in units of $t$. The spatial wave function $\Psi(i,j)$ lives on 36 configurations, and $H=(T+u)\otimes1+1\otimes(T+u)+\mathrm{diag}(w_{ij})$. All off-diagonal elements are $-t$ or zero, and hops connect all configurations, so by the Perron–Frobenius theorem the lowest eigenvector is unique and strictly positive. Exchange of $i$ and $j$ commutes with $H$, so this vector is even or odd, and a positive vector cannot be odd. It is the spin singlet. The condition of part (b) reads $\delta u_i+\delta u_j=c$ for all $i,j$, and $i=j$ gives $\delta u_i=c/2$. The same reasoning with $w=0$ covers the KS system.

Diagonalization of the $36\times36$ matrix gives $E_0=-3.085619\,t$ and

$$n_0=(0.36378,\ 0.36571,\ 0.16181,\ 0.18897,\ 0.44243,\ 0.47729).$$

The KS ground state is one doubly occupied positive orbital, so $n_i=2\varphi_i^2$ fixes $\varphi_i=\sqrt{n_i/2}$. The orbital equation $(T\varphi)_i+v_{s,i}\varphi_i=\varepsilon\varphi_i$ gives $v_{s,i}=\varepsilon+t(\varphi_{i-1}+\varphi_{i+1})/\varphi_i$, with missing neighbours omitted. A positive eigenvector of $T+v_s$ is its ground state, so every positive density is representable, and $T_s[n]=2\varphi^TT\varphi$. For the first two sites, $\sqrt{n_1}=0.60314$, $\sqrt{n_2}=0.60474$, $\sqrt{n_3}=0.40226$, so

$$v_{s,2}-v_{s,1}=\frac{0.60314+0.40226}{0.60474}-\frac{0.60474}{0.60314}=1.66253-1.00265=0.6599\ t .$$

The full result is $v_s-v_{s,1}=(0,\ 0.65986,\ 1.58142,\ 1.45279,\ 0.68954,\ -0.03987)\,t$, a double well with a KS gap of $0.16200\,t$.

Equations (2) and (3), summed over all eigenstates, give the first rows, in $1/t$,

$$\chi_{s,1j}=(-1.61624,\ -1.02803,\ -0.14742,\ 0.26370,\ 1.12933,\ 1.39866),$$

$$\chi_{1j}=(-0.42755,\ 0.03402,\ 0.13384,\ 0.12191,\ 0.07213,\ 0.06565).$$

The five positive entries of $\chi_{1j}$ add to $0.42755$, as (4) requires. The eigenvalues of $\chi$ are $-0.55152$, $-0.47203$, $-0.28111$, $-0.17709$, $-0.09860$ and $0$ in $1/t$: one zero and five negative, as part (b) requires. The two response functions differ strongly. The charge that a unit potential on site 1 adds to the left half is the sum of the first three entries, $-2.79169/t$ for $\chi_s$ and $-0.25969/t$ for $\chi$, so the kernel $K$ in (9) reduces the left-to-right transfer of the KS system by a factor of about eleven (the comparison is with the response in $v_s$, which already contains the effect of the repulsion, and not with non-interacting electrons in $u$), and $\chi_{12}$ has the opposite sign to $\chi_{s,12}$.

Kernel from energies. For a target density $n$, the potential $u[n]$ is found by Newton iteration on the exact ground state until the density matches. Then $F=E_0-u\cdot n$, $E_H=\tfrac12n^Twn$ and $E_{xc}=F-T_s-E_H$. The form (8) is evaluated by mixed central second differences along five orthonormal zero-sum directions, with one Richardson extrapolation, and assembled into the matrix $f^E=Pf_{xc}P$. This is the representative (18) with uniform $h_i=1/6$, whose rows sum to zero. In units of $t$,

$$f^E_{1j}=(-0.86728,\ -0.03935,\ 0.99422,\ 0.44252,\ -0.33665,\ -0.19347),$$

$$f^E_{2j}=(-0.03935,\ -0.43472,\ 0.72931,\ 0.47217,\ -0.42506,\ -0.30236).$$

Kernel from potentials. Take $v_{xc}=v_s-u-wn$ with the constant fixed by $v_{xc,1}=0$ at every density. Differentiate it, by a fourth-order central difference, along the transfer of charge from site 1 to site $j$, and call the result column $j$ of $f^V$, with column 1 set to zero. Any zero-sum $\delta n$ equals $\sum_{j\ge2}\delta n_j(e_j-e_1)$, with $e_j$ the unit vector on site $j$, so $f^V$ satisfies (7). Its first row is zero and its second is

$$f^V_{2j}=(0,\ -1.22331,\ -1.09285,\ -0.79829,\ -0.91635,\ -0.93683)\ t .$$

The two kernels disagree in size, and for $j=3,4$ in sign. The transfer changes $v_{xc,i}$ by $f_{ij}-f_{i1}$ plus a constant, and pinning site 1 subtracts the value at $i=1$, so $f^V_{ij}=f_{ij}-f_{i1}-f_{1j}+f_{11}$. This is (18) with $h=e_1$. Although it is built from potentials alone, it is symmetric, because the same site serves as the reference for the potential and for the charge. It must equal $f^E_{ij}+\tilde g_i+\tilde g_j$ with $\tilde g_i=\tfrac12f^E_{11}-f^E_{1i}$. The first row of $f^E$ gives

$$\tilde g_2=-0.43364+0.03935=-0.39429,\qquad\tilde g_3=-0.43364-0.99422=-1.42786,$$

$$\tilde g_6=-0.43364+0.19347=-0.24017 .$$

Then $f^E_{23}+\tilde g_2+\tilde g_3=0.72931-0.39429-1.42786=-1.09284$ and $f^E_{26}+\tilde g_2+\tilde g_6=-0.30236-0.39429-0.24017=-0.93682$, which match $f^V_{23}$ and $f^V_{26}$ within the rounding of the last digit. The invariant (17) for the transfer between sites 1 and 2 is

$$f_{11}+f_{22}-f_{12}-f_{21}=-0.86728-0.43472+2(0.03935)=-1.2233\ t,$$

and $f^V_{22}=-1.22331\,t$ is the same quantity.

Dyson equation. Solving the linear system (11) with $K=w+f^E$ returns the row $\chi_{1j}$ above to all five decimals. The largest deviation of any element from the sum over states is $3.6\times10^{-10}/t$ with $f^E$ and $4.3\times10^{-10}/t$ with $f^V$, about $10^{-9}$ of $|\chi_{11}|$. With $f_{xc}=0$ the first row is $(-0.26920,\ 0.03323,\ 0.04411,\ 0.04540,\ 0.07280,\ 0.07367)/t$, and the largest error is that of $\chi_{11}$, $0.42755-0.26920\approx0.158/t$, or 37% of $|\chi_{11}|$.

The invariant can be compared with two limits. The bare repulsion gives $w_{11}+w_{22}-2w_{12}=2+2-2\sqrt2=1.17157\,t$. For a doubly occupied orbital $\langle\Phi_0|\hat W|\Phi_0\rangle=\sum_{ij}w_{ij}\varphi_i^2\varphi_j^2=\tfrac14n^Twn=\tfrac12E_H$, so the exchange energy is $-\tfrac12E_H$ and the exchange kernel is $-w/2$, with invariant $-0.58579\,t$. Correlation supplies the remaining $-1.22331+0.58579=-0.63752\,t$. The total lies close to the one-electron value $-1.17157\,t$ of part (e) and slightly beyond it, so the invariant of $K$ for this transfer is $-0.0517\,t$, small and negative.

Freedom of the kernel. With $g=(0.5,\,1,\,1.5,\,2,\,2.5,\,3)\,t$, adding $g_i+g_j$ to $f^E$ changes the solution of (11) by at most $9.9\times10^{-16}/t$, and adding the non-symmetric $g_i+t\cos(j-1)$ by at most $1.2\times10^{-15}/t$, both at the rounding level of double-precision arithmetic. The same numbers placed on the diagonal, $g_i\delta_{ij}$, are not of the form (16) and change an element of $\chi$ by $0.1900/t$. For necessity, differentiate (11) numerically with respect to each of the $6\cdot7/2=21$ independent elements of a symmetric kernel and take the singular values of the resulting $36\times21$ matrix. Six of them are at most $4.7\times10^{-13}/t^2$, and the smallest of the other fifteen is $1.16\times10^{-2}/t^2$, which agrees with the count $L=6$ of part (e). A lower bound on the non-zero singular values follows from $\delta\chi=\chi\,\delta K\,\chi$. On the zero-mean space this map multiplies the Frobenius norm by at least the square of the smallest non-zero eigenvalue modulus, $0.09860^2=0.0097$, and the matrix built from a parameter vector has a Frobenius norm no smaller than the length of the vector, since off-diagonal parameters appear twice. Only $P\,\delta K\,P$ enters the map. It differs from $\delta K$ by a term $g_i+g_j$, so for a parameter vector orthogonal to the six null directions the parameter vector of $P\,\delta K\,P$ is the original one plus a null vector and is at least as long. So $0.0097/t^2$ is a lower bound for the non-zero singular values.

## (i) A molecule in the local density approximation

Linear H$_4$ lies along $z$, centred at the origin, with equal spacings of 1.8 bohr. Use the spin-restricted LDA (Slater exchange and VWN5 correlation) in the 6-31G** basis. Reduce (9), (21) and (22) to matrix form and evaluate $\alpha=-\langle z|\chi|z\rangle$, $B=-\langle z^2|\chi|z^2\rangle$, $M=\langle z^2|f^-\rangle$ and $\eta$. Then replace the functional by $E_{xc}+(\mathcal N-4)\,\gamma\int z^2n$ with $\gamma=0.005$ Ha/bohr$^2$ and find what changes.

**Solution.** For $E_{xc}=\int e_{xc}(n(\mathbf r))\,d^3r$, the potential is $e_{xc}'(n(\mathbf r))$ and the unconstrained kernel is $f_{xc}=e''_{xc}(n_0(\mathbf r))\,\delta(\mathbf r-\mathbf r')$. The basis has 20 functions, so there are 2 occupied and 18 empty orbitals and 36 products $\rho_{ia}$. First-order perturbation theory within the basis gives (3) with the sum restricted to these pairs, and (9) is exact for the self-consistent calculation in this basis.

By (3), $\delta n=\sum_{ia}x_{ia}\rho_{ia}$ with $x_{ia}=d_{ia}\langle\rho_{ia}|\delta v_s\rangle$ and $d_{ia}=-4/(\varepsilon_a-\varepsilon_i)$. Inserting $\delta v_s=\delta u+K\delta n$ gives $\mathbf x=\mathsf d\,(\delta\mathbf u+\mathsf K\mathbf x)$, where $\mathsf d$ is the diagonal matrix of the $d_{ia}$, $\delta u_{ia}=\langle\rho_{ia}|\delta u\rangle$, and

$$\mathsf K_{ia,jb}=\langle\rho_{ia}|v|\rho_{jb}\rangle+\int\rho_{ia}\,e''_{xc}(n_0)\,\rho_{jb}\,d^3r .$$

Hence $\mathbf x=\mathsf X\,\delta\mathbf u$ with $\mathsf X=(1-\mathsf d\mathsf K)^{-1}\mathsf d$, and $\langle p|\chi|q\rangle=\mathbf p^T\mathsf X\,\mathbf q$ with $p_{ia}=\langle\rho_{ia}|p\rangle$. Let $\mathbf z$ and $\mathbf q$ be the vectors for $z$ and $z^2$, and $k_{ia}=\langle\rho_{ia}|K|\varphi_H^2\rangle$. Then

$$\alpha=-\mathbf z^T\mathsf X\mathbf z,\qquad B=-\mathbf q^T\mathsf X\mathbf q,\qquad M=\langle z^2|\varphi_H^2\rangle+\mathbf q^T\mathsf X\mathbf k,\qquad\eta=\langle\varphi_H^2|K|\varphi_H^2\rangle+\mathbf k^T\mathsf X\mathbf k .$$

The quantity $\alpha$ is the polarizability $\alpha_{zz}$. A field $\mathcal E$ along $z$ gives an electron, of charge $-1$, the potential energy $\delta u=+\mathcal Ez$, the electronic dipole is $-\int z\,n$, and so the induced dipole is $-\langle z|\chi|z\rangle\mathcal E$.

Coulomb and one-electron integrals are analytic, and the exchange–correlation terms use an atom-centred quadrature of 39232 points. The self-consistent solution has $E=-2.2267$ Ha and the lowest orbital energies $-0.45623$, $-0.27803$ and $-0.03588$ Ha, so the gap is $0.27803-0.03588=0.24215$ Ha. The same four quantities also follow from their definitions without any kernel, by repeating the self-consistent calculation with $\lambda z$ or $\lambda z^2$ added to $u$, or with HOMO occupation $2+\epsilon$, and taking a fourth-order central difference of $\int zn$, $\int z^2n$ or $\varepsilon_H$. The values $\epsilon>0$ are unphysical; they continue the smooth LDA equations so that a central difference can be used for the derivative from below. The digits shown serve to compare the two routes within this model and are not the accuracy of the LDA or of this small basis for the molecule.

| quantity | $K=0$ | $K=v$ | $K=v+f_{xc}$ | finite difference |
|---|---|---|---|---|
| $\alpha$ (bohr$^3$) | 66.0237 | 26.4603 | 31.7509 | 31.7509 |
| $B$ (bohr$^4$/Ha) | 318.1708 | 181.5356 | 212.1556 | 212.1556 |

The polarizability is $31.75$ bohr$^3=4.705$ Å$^3$ at this level. The basis has no diffuse functions and these responses are far from the basis limit: in aug-cc-pVDZ, which need not be converged either, the same functional gives $\alpha\approx37.5$ bohr$^3$ (18% larger) and $B\approx308$ bohr$^4$/Ha (45% larger). The first step down the row follows from (14): $\langle p|v|p\rangle=\int d^3q\,(2\pi)^{-3}\,4\pi|\tilde p(\mathbf q)|^2/q^2\ge0$, with $\tilde p$ the Fourier transform of $p$, so the Coulomb kernel weakens the response, here to $26.4603/66.0237=0.40$ of the KS value for $\alpha$. Slater exchange is $e_x=-Cn^{4/3}$ with $C>0$, so $e_x''=-\tfrac49Cn^{-2/3}<0$ and this part of the kernel strengthens the response. The full LDA kernel raises $\alpha$ by the factor $31.7509/26.4603=1.20$.

For the number derivatives, $\langle z^2|\varphi_H^2\rangle=6.76062$ bohr$^2$ and $M=8.13627$ bohr$^2$ by both routes, so relaxation contributes $1.37565$ bohr$^2$. Similarly $\langle\varphi_H^2|K|\varphi_H^2\rangle=0.384548$ Ha and $\eta=0.349953$ Ha $=9.52$ eV by both routes; the relaxation term is $-0.034595$ Ha, negative as (22) requires.

The modified functional has $G=\gamma\int z^2n$ and $g=\gamma z^2$. It coincides with the LDA for every four-electron density. In the self-consistent equations it adds, by (19), the potential $\gamma\int z^2n+(\mathcal N-4)\gamma z^2$. At $\mathcal N=4$, with $\int z^2n_0=19.02378$ bohr$^2$, all orbital energies move by $G=0.005\times19.02378=0.095119$ Ha, and the self-consistent HOMO moves by $0.095119$ Ha. In the pair space the kernel matrix gains $\gamma(q_{ia}s_{jb}+s_{ia}q_{jb})$ with $s_{ia}=\int\rho_{ia}$, and the largest $|s_{ia}|$ from the overlap integrals is $8.9\times10^{-16}$. The value of $B$ stays $212.1556$ bohr$^4$/Ha, from the matrix equation and from the finite differences with the modified potential. The relevant quantity here is $B$ and not $\alpha$: the molecule has inversion symmetry and $g$ is even, while the density induced by $z$ is odd, so that $\langle g|\delta n\rangle$ and $\int\delta n$ would both vanish by parity alone.

A product kernel built from the same function behaves differently. For $D=\kappa|z^2\rangle\langle z^2|$, (14) taken between $\langle z^2|$ and $|z^2\rangle$ reads $-B'=-B+\kappa BB'$, so $B'=B/(1+\kappa B)$. With $\kappa=0.005$ Ha/bohr$^4$,

$$B'=\frac{212.1556}{1+0.005\times212.1556}=\frac{212.1556}{2.060778}=102.949\ \text{bohr}^4/\text{Ha},$$

and the matrix equation with this kernel gives $102.9493$ bohr$^4$/Ha.

The number derivatives change under the modified functional. From (23), $M'=M+\gamma\langle z^2|\chi|z^2\rangle=M-\gamma B$, and from (24), $\eta'=\eta+2\gamma M-\gamma^2B$. With $\gamma B=1.06078$ bohr$^2$, $2\gamma M=0.081363$ Ha and $\gamma^2B=0.005304$ Ha,

$$M'=8.13627-1.06078=7.07549\ \text{bohr}^2,$$

$$\eta'=0.349953+0.081363-0.005304=0.42601\ \text{Ha}=11.59\ \text{eV}.$$

The finite differences with the modified functional give $M'=7.07549$ bohr$^2$ and $\eta'=0.426011$ Ha. The sign of the change in $M$ follows from (19): an added electron switches on the confining potential $\epsilon\gamma z^2$, which draws the density toward the centre, and a removed electron switches on its negative. These numbers also depend on the basis: aug-cc-pVDZ gives $M\approx8.98$ bohr$^2$ and $\eta\approx0.333$ Ha $=9.05$ eV for the LDA, and changes of 17% and 25% under the modified functional. In the 6-31G** basis, relative to the LDA values, $M$ falls by 13% and $\eta$ rises by 22%, for a functional whose energy, density and response function for four electrons are identical to those of the LDA.
